# The Koutecky-Levich relation for plating and its failure beyond first order: a numerical check

```python
"""Koutecky-Levich relation for plating on a rotating disc.

Result under test: kinetics j = jk*theta in series with mass transfer gives
    1/j = 1/jk + 1/(B*sqrt(omega)),
whereas order p, j = jk*theta**p, gives j = jk*(1 - j/jL)**p, a curved plot
whose straight-line extrapolation misses 1/jk although the true limit is 1/jk.
Symbols: j plating current density (positive), jk its value without depletion,
jL = B*sqrt(omega) limiting current density, theta surface/bulk concentration,
omega angular speed, D diffusivity, nu kinematic viscosity, Sc = nu/D.
SI units throughout.
"""
import numpy as np
import sympy as sp
from scipy.constants import physical_constants, R as gas_constant
from scipy.integrate import solve_bvp, simpson
from scipy.optimize import brentq
from scipy.special import gamma

faraday = physical_constants["Faraday constant"][0]
n_charge, c_bulk, D, nu = 2, 50.0, 1.0e-9, 1.0e-6
jk_main, jk_weak = 1000.0, 100.0
temperature, overpotential = 298.15, 0.030
rpm = np.array([400.0, 900.0, 1600.0, 2500.0, 3600.0])
omega = 2 * np.pi * rpm / 60
Sc = nu / D

# Similarity reduction of the Navier-Stokes equations, for arbitrary profiles
r, z, w, v, x = sp.symbols("r z w v x", positive=True)
F, G, H = x * sp.exp(-x), sp.exp(-2 * x), -x**2 / (1 + x)
zeta_of_z = z * sp.sqrt(w / v)
vr = r * w * F.subs(x, zeta_of_z)
vphi = r * w * G.subs(x, zeta_of_z)
vz = sp.sqrt(v * w) * H.subs(x, zeta_of_z)


def viscous(u):
    return v * (sp.diff(u, r, 2) + sp.diff(u, r) / r - u / r**2
                + sp.diff(u, z, 2))


radial = (vr * sp.diff(vr, r) + vz * sp.diff(vr, z) - vphi**2 / r
          - viscous(vr))
azimuthal = (vr * sp.diff(vphi, r) + vz * sp.diff(vphi, z) + vr * vphi / r
             - viscous(vphi))
divergence = sp.diff(r * vr, r) / r + sp.diff(vz, z)
reduced = [
    r * w**2 * (F**2 - G**2 + H * sp.diff(F, x) - sp.diff(F, x, 2)),
    r * w**2 * (2 * F * G + H * sp.diff(G, x) - sp.diff(G, x, 2)),
    w * (2 * F + sp.diff(H, x))]
point = {r: 1.3, z: 0.7, w: 2.1, v: 0.6}
for full, short in zip([radial, azimuthal, divergence], reduced):
    difference = full - short.subs(x, zeta_of_z)
    assert abs(float(difference.subs(point).evalf())) < 1e-10


# Flow: state is F, F', G, G', H and the integral of H
def flow_rhs(s, y):
    f, fp, g, gp, h, _ = y
    return np.vstack([fp, f**2 - g**2 + h * fp, gp, 2 * f * g + h * gp,
                      -2 * f, h])


def flow_bc(a, b):
    return np.array([a[0], a[2] - 1, a[4], a[5], b[0], b[2]])


def solve_flow(length):
    s = np.linspace(0, length, 300)
    e = np.exp(-s)
    h = -0.9 * (1 - e)**2
    guess = np.vstack([0.5 * s * e, 0.5 * (1 - s) * e, e, -e, h, -0.9 * s])
    result = solve_bvp(flow_rhs, flow_bc, s, guess, tol=1e-8, max_nodes=20000)
    assert result.success
    return result


flow = solve_flow(18.0)
a_wall = flow.sol(0.0)[1]
assert abs(solve_flow(14.0).sol(0.0)[1] - a_wall) < 1e-4
s_fine = np.linspace(0, 18, 8001)
profiles = flow.sol(s_fine)
torque_integral = simpson(4 * profiles[0] * profiles[2], x=s_fine)
assert abs(torque_integral + profiles[3][0]) < 1e-5


# Diffusion layer thickness in units of sqrt(nu/omega)
def layer_full(schmidt):
    s = np.linspace(0, 7 / schmidt**(1 / 3), 4001)
    return simpson(np.exp(schmidt * flow.sol(s)[5]), x=s)


def layer_levich(schmidt):
    return gamma(4 / 3) * (3 / (a_wall * schmidt))**(1 / 3)


def first_correction(schmidt):
    return (gamma(5 / 3) * (3 / a_wall)**(4 / 3) * schmidt**(-1 / 3)
            / (36 * gamma(4 / 3)))


deviation = []
for schmidt in (Sc, 8 * Sc):
    excess = layer_full(schmidt) / layer_levich(schmidt) - 1
    deviation.append(abs(excess / first_correction(schmidt) - 1))
assert deviation[0] < 0.08 and deviation[1] < 0.05
assert deviation[1] < deviation[0]

B = n_charge * faraday * D * c_bulk / (np.sqrt(nu) * layer_full(Sc))
B_levich = n_charge * faraday * D * c_bulk / (np.sqrt(nu) * layer_levich(Sc))
jL = B * np.sqrt(omega)


# Current from the convection-diffusion equation with a kinetic boundary
def transport_current(speed, surface_law):
    unit = n_charge * faraday * D * c_bulk * np.sqrt(speed / nu) * Sc**(1 / 3)

    def rhs(s, y):
        h = flow.sol(s / Sc**(1 / 3))[4]
        return np.vstack([y[1], Sc**(2 / 3) * h * y[1]])

    def bc(wall, far):
        return np.array([surface_law(wall[0], unit * wall[1]), far[0] - 1])

    s = np.linspace(0, 6.5, 80)
    guess = np.vstack([0.5 + 0.5 * np.tanh(s), 0.5 / np.cosh(s)**2])
    result = solve_bvp(rhs, bc, s, guess, tol=1e-7, max_nodes=10000)
    assert result.success and result.sol(0.0)[0] > 0
    return unit * result.sol(0.0)[1], result.sol(0.0)[0]


def power_law(p, jk):
    if p < 1:
        return lambda theta, j: theta - abs(j / jk)**(1 / p)
    return lambda theta, j: j / jk - abs(theta)**p


def series_current(jk, limit, p):
    return brentq(lambda j: jk * (1 - j / limit)**p - j, 0, limit,
                  xtol=1e-15, rtol=1e-14)


def line_fit(currents):
    abscissa = omega**-0.5
    slope, intercept = np.polyfit(abscissa, 1 / currents, 1)
    misfit = np.max(np.abs((intercept + slope * abscissa) * currents - 1))
    return 1 / intercept, slope * B, misfit


cases = {"p=1/2": (0.5, jk_main), "p=1": (1.0, jk_main),
         "p=2": (2.0, jk_main), "p=2 weak": (2.0, jk_weak)}
current, surface, fit = {}, {}, {}
for name, (p, jk) in cases.items():
    pairs = np.array([transport_current(s, power_law(p, jk)) for s in omega])
    current[name], surface[name] = pairs.T
    formula = np.array([series_current(jk, limit, p) for limit in jL])
    assert np.allclose(current[name], formula, rtol=2e-5)
    fit[name] = line_fit(current[name])

# First order: the line returns both parameters; otherwise the bias has a sign
assert np.allclose(1 / current["p=1"], 1 / jk_main + 1 / jL, rtol=2e-5)
assert abs(fit["p=1"][0] / jk_main - 1) < 1e-3
assert abs(fit["p=1"][1] - 1) < 1e-3
assert fit["p=1/2"][0] > 1.05 * jk_main
assert fit["p=2"][0] < 0.95 * jk_main
assert abs(fit["p=2 weak"][0] / jk_weak - 1) < abs(fit["p=2"][0] / jk_main - 1)
assert fit["p=2 weak"][1] > fit["p=2"][1]


# Tangents of jk/j against jk/jL, by finite differences
def numerical_tangent(p, u):
    h = 1e-3 * u
    up, mid, down = [1 / series_current(1.0, 1 / q, p)
                     for q in (u + h, u, u - h)]
    slope = (up - down) / (2 * h)
    theta = 1 - u / mid
    return slope, 1 / (mid - u * slope), theta, up - 2 * mid + down


def tangent_ratio(p, theta):
    return theta**(p - 1) * (p + (1 - p) * theta)


for p in (0.5, 0.7, 1.5, 2.0):
    for u in (0.1, 1.0, 4.0):
        slope, apparent, theta, curvature = numerical_tangent(p, u)
        assert abs(slope - p / (p + (1 - p) * theta)) < 1e-5
        assert abs(apparent - tangent_ratio(p, theta)) < 1e-5
        assert curvature * (1 - p) > 0
    slope, apparent, theta, _ = numerical_tangent(p, 0.01)
    leading = -p * (p - 1) / 2 * (1 - theta)**2
    assert abs((apparent - 1) / leading - 1) < 0.06
    assert abs(slope / p - 1) < 0.03
    assert abs(series_current(1.0, 1e7, p) - 1) < 1e-6
    assert abs(numerical_tangent(p, 1e5)[0] - 1) < 0.01

# Reversible first-order plating: straight plot with altered slope
back_ratio = np.exp(-n_charge * faraday * overpotential
                    / (gas_constant * temperature))
reversible = np.array([
    transport_current(s, lambda theta, j: j / jk_main - theta + back_ratio)[0]
    for s in omega])
fit_rev = line_fit(reversible)
assert fit_rev[2] < 1e-4
assert abs(fit_rev[0] / (jk_main * (1 - back_ratio)) - 1) < 1e-3
assert abs(fit_rev[1] * (1 - back_ratio) - 1) < 1e-3


# Order from log j against log(1 - j/jL)
def log_analysis(currents, limits):
    order, log_jk = np.polyfit(np.log(1 - currents / limits),
                               np.log(currents), 1)
    return order, np.exp(log_jk)


recovered = {}
for name in ("p=1/2", "p=2"):
    good = log_analysis(current[name], jL)
    biased = log_analysis(current[name], B_levich * np.sqrt(omega))
    recovered[name] = (good, biased)
    assert abs(good[0] - cases[name][0]) < 2e-3
    assert abs(good[1] / jk_main - 1) < 2e-3

print(f"n = {n_charge}, c_b = {c_bulk:.0f} mol/m^3")
print(f"D = {D:.1e} m^2/s, nu = {nu:.1e} m^2/s, Sc = {Sc:.0f}")
print(f"jk = {jk_main:.0f} A/m^2, weak-depletion jk = {jk_weak:.0f} A/m^2")
print(f"wall coefficient a = {a_wall:.4f}")
print(f"Levich prefactor 1/(Gamma(4/3)(3/a)^(1/3)) = "
      f"{1 / (layer_levich(1.0)):.4f}")
print(f"layer thickness, full/Levich = {layer_full(Sc)/layer_levich(Sc):.4f}")
print(f"first correction term = {first_correction(Sc):.4f}")
print(f"B full = {B:.2f}, B Levich = {B_levich:.2f} A m^-2 s^(1/2)")
mid = 2
delta = np.sqrt(nu / omega[mid]) * layer_full(Sc)
print(f"layer thickness at {rpm[mid]:.0f} rpm = {delta * 1e6:.2f} micrometre")
print("rpm, omega (rad/s), jL, j(p=1/2), j(p=1), j(p=2) in A/m^2:")
for i in range(len(rpm)):
    print(f"  {rpm[i]:.0f}  {omega[i]:.2f}  {jL[i]:.1f}  "
          f"{current['p=1/2'][i]:.1f}  {current['p=1'][i]:.1f}  "
          f"{current['p=2'][i]:.1f}")
print("theta at lowest and highest speed:")
for name in cases:
    print(f"  {name}: {surface[name][0]:.3f}, {surface[name][-1]:.3f}")
print("line fits: apparent jk (A/m^2; mA/cm^2), slope*B, worst misfit (%):")
for name in cases:
    app, slope_b, misfit = fit[name]
    print(f"  {name}: {app:.1f}; {app / 10:.2f}, {slope_b:.3f}, "
          f"{100 * misfit:.2f}")
print(f"tangent at {rpm[mid]:.0f} rpm: theta, apparent jk/jk, slope*B:")
for name in ("p=1/2", "p=2"):
    p, theta = cases[name][0], surface[name][mid]
    print(f"  {name}: {theta:.3f}, {tangent_ratio(p, theta):.3f}, "
          f"{p / (p + (1 - p) * theta):.3f}")
print(f"reversible case: |eta| = {overpotential * 1e3:.0f} mV, "
      f"T = {temperature:.2f} K")
print(f"  jb/jf = {back_ratio:.4f}, net jk = "
      f"{jk_main * (1 - back_ratio):.1f} A/m^2")
print(f"  fitted: jk = {fit_rev[0]:.1f} A/m^2, slope*B = {fit_rev[1]:.4f}")
print("log analysis: order, jk (A/m^2) with true jL | with Levich jL:")
for name, (good, biased) in recovered.items():
    print(f"  {name}: {good[0]:.3f}, {good[1]:.1f} | "
          f"{biased[0]:.3f}, {biased[1]:.1f}")
print("OK")
```

Printed output:

```
n = 2, c_b = 50 mol/m^3
D = 1.0e-09 m^2/s, nu = 1.0e-06 m^2/s, Sc = 1000
jk = 1000 A/m^2, weak-depletion jk = 100 A/m^2
wall coefficient a = 0.5102
Levich prefactor 1/(Gamma(4/3)(3/a)^(1/3)) = 0.6205
layer thickness, full/Levich = 1.0313
first correction term = 0.0298
B full = 58.05, B Levich = 59.86 A m^-2 s^(1/2)
layer thickness at 1600 rpm = 12.84 micrometre
rpm, omega (rad/s), jL, j(p=1/2), j(p=1), j(p=2) in A/m^2:
  400  41.89  375.7  333.8  273.1  205.4
  900  94.25  563.5  449.6  360.4  270.5
  1600  167.55  751.4  535.7  429.0  323.8
  2500  261.80  939.2  600.5  484.3  368.8
  3600  376.99  1127.0  650.4  529.9  407.5
theta at lowest and highest speed:
  p=1/2: 0.111, 0.423
  p=1: 0.273, 0.530
  p=2: 0.453, 0.638
  p=2 weak: 0.821, 0.924
line fits: apparent jk (A/m^2; mA/cm^2), slope*B, worst misfit (%):
  p=1/2: 1274.8; 127.48, 0.825, 1.39
  p=1: 1000.0; 100.00, 1.000, 0.00
  p=2: 788.8; 78.88, 1.358, 0.76
  p=2 weak: 98.5; 9.85, 1.767, 0.15
tangent at 1600 rpm: theta, apparent jk/jk, slope*B:
  p=1/2: 0.287, 1.201, 0.777
  p=2: 0.569, 0.814, 1.398
reversible case: |eta| = 30 mV, T = 298.15 K
  jb/jf = 0.0968, net jk = 903.2 A/m^2
  fitted: jk = 903.2 A/m^2, slope*B = 1.1072
log analysis: order, jk (A/m^2) with true jL | with Levich jL:
  p=1/2: 0.500, 1000.0 | 0.576, 1049.5
  p=2: 2.000, 1000.0 | 2.117, 1017.4
OK
```
